# WKB tunnelling through a 5 nm barrier in a two-dimensional channel: test program

```python
"""
Tunnelling through a rectangular barrier in a short transistor channel.
Result under test: T_WKB = exp(-2 kappa d), kappa = sqrt(2 m phi)/hbar,
is about 2e-9 for m = 0.5 electron masses, phi = 0.3 eV, d = 5 nm.
  phi   : barrier top minus longitudinal electron energy (eV)
  d     : barrier length (nm)
  E     : longitudinal kinetic energy outside the barrier (eV)
  k     : wave number outside (1/nm);  kappa : decay constant inside (1/nm)
The mass is the same inside and outside. The reference transmission comes
from numerical integration of the Schroedinger equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def wave_number(mass_ratio, energy_ev):
    """sqrt(2 m energy)/hbar in 1/nm."""
    mass = mass_ratio * const.m_e
    return np.sqrt(2 * mass * energy_ev * const.e) / const.hbar * 1e-9


def numerical_transmission(mass_ratio, phi, length, energy):
    """Integrate from the outgoing wave back to the entrance edge."""
    k = wave_number(mass_ratio, energy)
    curvature = wave_number(mass_ratio, phi) ** 2

    def equation(x, y):
        return [y[1], curvature * y[0]]

    sol = solve_ivp(equation, (length, 0.0), [1.0 + 0j, 1j * k],
                    method="DOP853", rtol=1e-11, atol=1e-12)
    psi, slope = sol.y[:, -1]
    incident = 0.5 * (psi + slope / (1j * k))
    return 1.0 / abs(incident) ** 2


def matched_transmission(mass_ratio, phi, length, energy):
    k = wave_number(mass_ratio, energy)
    q = wave_number(mass_ratio, phi)
    factor = (k**2 + q**2) ** 2 / (4 * k**2 * q**2)
    return 1.0 / (1.0 + factor * np.sinh(q * length) ** 2)


def prefactor(phi, energy):
    return 16 * energy * phi / (energy + phi) ** 2


m_ratio, phi, d = 0.5, 0.3, 5.0
temperature = 300.0
kT = const.k * temperature / const.e
kappa = wave_number(m_ratio, phi)
exponent = 2 * kappa * d
T_wkb = np.exp(-exponent)
assert 1.5e-9 < T_wkb < 2.5e-9

print(f"effective mass = {m_ratio} m_e")
print(f"barrier above electron energy phi = {phi} eV")
print(f"barrier length d = {d} nm")
print(f"constant C in kappa = C sqrt(m phi): {wave_number(1, 1):.4f} 1/nm")
print(f"kappa = {kappa:.4f} 1/nm")
print(f"decay length 1/kappa = {1 / kappa:.4f} nm")
print(f"kappa d = {kappa * d:.3f} (no unit)")
print(f"exponent 2 kappa d = {exponent:.3f} (no unit)")
print(f"T_WKB = {T_wkb:.3e} (no unit)")

# Matching formula and its thick-barrier form against the integration.
for energy in (0.01, 0.05, 0.3):
    T_num = numerical_transmission(m_ratio, phi, d, energy)
    T_match = matched_transmission(m_ratio, phi, d, energy)
    assert abs(T_num / T_match - 1) < 1e-6
    assert abs(T_num / T_wkb / prefactor(phi, energy) - 1) < 1e-6
    print(f"E = {energy} eV: integrated T = {T_num:.3e}, "
          f"T/T_WKB = {T_num / T_wkb:.3f}")

# A thin barrier tests the full matching formula, not only its limit.
T_thin = numerical_transmission(m_ratio, phi, 0.3, 0.05)
assert abs(T_thin / matched_transmission(m_ratio, phi, 0.3, 0.05) - 1) < 1e-7

# The largest prefactor is 4 and lies at E = phi.
ratios = np.array([0.25, 0.5, 0.8, 1.0, 1.25, 2.0, 4.0])
scan = np.array([numerical_transmission(m_ratio, phi, d, r * phi)
                 for r in ratios]) / T_wkb
assert ratios[np.argmax(scan)] == 1.0
assert abs(scan.max() - 4) < 1e-5

# The prefactor is one at two outside energies.
unit_energies = [(7 - 4 * np.sqrt(3)) * phi, (7 + 4 * np.sqrt(3)) * phi]
for energy in unit_energies:
    T_num = numerical_transmission(m_ratio, phi, d, energy)
    assert abs(T_num / T_wkb - 1) < 1e-5
print(f"largest T/T_WKB in scan = {scan.max():.3f} (no unit)")
print(f"T equals T_WKB at E = {unit_energies[0]:.4f} eV "
      f"and {unit_energies[1]:.3f} eV")

# Decay per nanometre from two integrated transmissions.
T_five = numerical_transmission(m_ratio, phi, 5.0, 0.05)
T_six = numerical_transmission(m_ratio, phi, 6.0, 0.05)
assert abs(np.log(T_five / T_six) - 2 * kappa) < 1e-5
print(f"T falls per extra nm by a factor {T_five / T_six:.2f}")

light = 0.1
light_exponent = 2 * wave_number(light, phi) * d
print(f"lighter mass = {light} m_e: exponent = {light_exponent:.3f}, "
      f"T_WKB = {np.exp(-light_exponent):.3e}")

# Thermal comparison: source electrons start 0.3 eV below the barrier top.
print(f"temperature = {temperature:.0f} K, k_B T = {kT:.5f} eV")
print(f"phi/(k_B T) = {phi / kT:.3f} (no unit)")
print(f"Boltzmann factor exp(-phi/k_B T) = {np.exp(-phi / kT):.3e}")

# The largest thermal-tunnelling weight must lie at an end of the range.
raised = np.linspace(0, phi, 3001)
for length in (2.0, 3.0, 5.0):
    log_weight = (-raised / kT
                  - 2 * wave_number(m_ratio, phi - raised) * length)
    assert np.argmax(log_weight) in (0, len(raised) - 1)

# Length of equal factors, found from integrated transmissions at an
# outside energy for which the edge prefactor is one.
mass_kg = m_ratio * const.m_e
d_equal = (const.hbar * np.sqrt(phi * const.e / (2 * mass_kg))
           / (2 * const.k * temperature) * 1e9)


def log_difference(length):
    T_num = numerical_transmission(m_ratio, phi, length, unit_energies[0])
    return np.log(T_num) + phi / kT


d_root = brentq(log_difference, 1.0, 6.0, xtol=1e-8)
assert abs(d_root - d_equal) < 1e-4
print(f"length of equal factors d* = {d_equal:.3f} nm")


def flux_ratio(length):
    """Tunnelling flux over above-barrier flux, Boltzmann supply."""
    def integrand(s):
        below_top = phi * s**2
        decay = 2 * wave_number(m_ratio, below_top) * length
        return 2 * phi * s * np.exp(below_top / kT - decay) / kT
    return quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-9)[0]


flux = {length: flux_ratio(length) for length in (2.0, 3.0, 5.0)}
assert flux[5.0] < 0.2 and flux[2.0] > 10
for length, ratio in flux.items():
    print(f"d = {length} nm: tunnelling/over-barrier flux = {ratio:.3g}")

print("all tests passed")
```

Printed output:

```
effective mass = 0.5 m_e
barrier above electron energy phi = 0.3 eV
barrier length d = 5.0 nm
constant C in kappa = C sqrt(m phi): 5.1232 1/nm
kappa = 1.9842 1/nm
decay length 1/kappa = 0.5040 nm
kappa d = 9.921 (no unit)
exponent 2 kappa d = 19.842 (no unit)
T_WKB = 2.414e-09 (no unit)
E = 0.01 eV: integrated T = 1.206e-09, T/T_WKB = 0.499
E = 0.05 eV: integrated T = 4.730e-09, T/T_WKB = 1.959
E = 0.3 eV: integrated T = 9.656e-09, T/T_WKB = 4.000
largest T/T_WKB in scan = 4.000 (no unit)
T equals T_WKB at E = 0.0215 eV and 4.178 eV
T falls per extra nm by a factor 52.90
lighter mass = 0.1 m_e: exponent = 8.874, T_WKB = 1.400e-04
temperature = 300 K, k_B T = 0.02585 eV
phi/(k_B T) = 11.605 (no unit)
Boltzmann factor exp(-phi/k_B T) = 9.125e-06
length of equal factors d* = 2.924 nm
d = 2.0 nm: tunnelling/over-barrier flux = 62.9
d = 3.0 nm: tunnelling/over-barrier flux = 1.99
d = 5.0 nm: tunnelling/over-barrier flux = 0.0763
all tests passed
```
